# Irreducible parts of rank-3 tensors and hyper-Rayleigh depolarisation ratios

**Q.** A rank-2 tensor splits into a trace, an antisymmetric part and a symmetric traceless part. I doubt that a rank-3 tensor splits so neatly. What pieces should I expect?

**A.** Count first. Each index of $T_{ijk}$ rotates as a vector, which carries angular momentum 1. Two indices couple to $J=0,1,2$. Coupling the third index to each of these gives

$$0\otimes1=1,\qquad 1\otimes1=0+1+2,\qquad 2\otimes1=1+2+3 .$$

So $J=0$ occurs once, $J=1$ three times, $J=2$ twice and $J=3$ once. With $2J+1$ components each,

$$27=7+5+5+3+3+3+1 .$$

**Q.** A count does not hand me the pieces. Can you write them down, starting with the scalar and the vectors?

**A.** Repeated indices are summed throughout. Since $\epsilon_{ijk}\epsilon_{ijk}=6$, the scalar part is

$$T^{(0)}_{ijk}=\tfrac16\,\epsilon_{ijk}\,(\epsilon_{lmn}T_{lmn}).$$

A vector can sit on any one of the three indices, with $\delta$ on the other two:

$$T^{(1)}_{ijk}=a_i\delta_{jk}+b_j\delta_{ik}+c_k\delta_{ij}.$$

I fix $a,b,c$ by requiring that $T^{(1)}$ have the same three traces as $T$, namely $u_i=T_{ijj}$, $v_j=T_{iji}$ and $w_k=T_{iik}$. Because $\delta_{jj}=3$,

$$u=3a+b+c,\qquad v=a+3b+c,\qquad w=a+b+3c .$$

Adding these gives $a+b+c=(u+v+w)/5$. The first equation reads $u=2a+(a+b+c)$, so

$$a=\frac{4u-v-w}{10},\qquad b=\frac{4v-u-w}{10},\qquad c=\frac{4w-u-v}{10}.$$

The whole of $T^{(1)}$ is unique. Its division into three vectors is a choice: any three independent combinations of $u,v,w$ would serve.

**Q.** For $J=2$ I can contract $\epsilon$ with three different pairs of indices. That suggests three matrices, not two.

**A.** The symmetric traceless parts of the three contractions, which carry $J=2$, are linearly dependent. Take two symmetric traceless matrices $R,S$ and set

$$T^{(2)}_{ijk}=\epsilon_{ijm}R_{mk}+\epsilon_{jkm}S_{mi}.$$

All traces of $T^{(2)}$ vanish, because each one either repeats an index on $\epsilon$ or contracts $\epsilon$ with a symmetric matrix. Now contract with $\epsilon_{lij}$, using $\epsilon_{lij}\epsilon_{ijm}=2\delta_{lm}$ and $\epsilon_{lij}\epsilon_{jkm}=\delta_{lk}\delta_{im}-\delta_{lm}\delta_{ik}$:

$$\epsilon_{lij}T^{(2)}_{ijk}=2R_{lk}+\delta_{lk}S_{ii}-S_{lk}=2R_{lk}-S_{lk}.$$

On the last pair, $\epsilon_{ljk}\epsilon_{ijm}=\delta_{km}\delta_{li}-\delta_{ki}\delta_{lm}$, so

$$\epsilon_{ljk}T^{(2)}_{ijk}=\delta_{li}R_{kk}-R_{li}+2S_{li}=2S_{li}-R_{li}.$$

The same identity on the outer pair gives $\epsilon_{lki}T^{(2)}_{ijk}=-R_{lj}-S_{lj}$, which is minus the sum of the other two. It brings nothing new.

For a general $T$, let $M$ and $N$ be the symmetric traceless parts of $\epsilon_{lij}T_{ijk}$ and $\epsilon_{ljk}T_{ijk}$. The scalar part contributes multiples of $\delta$ to these contractions, and the vector part contributes antisymmetric matrices, so neither enters $M$ or $N$. I require $M=2R-S$ and $N=2S-R$. Then $2M+N=3R$ and $M+2N=3S$, that is

$$R=\tfrac13(2M+N),\qquad S=\tfrac13(M+2N).$$

**Q.** You have subtracted three parts. Why should the remainder be a single object with seven components?

**A.** Let $W=T-T^{(0)}-T^{(1)}-T^{(2)}$. Its traces vanish, since $T^{(1)}$ took them all. Consider $G_{lk}=\epsilon_{lij}W_{ijk}$, piece by piece.

- Its symmetric traceless part vanishes by the choice of $R$ and $S$.
- Its trace is $\epsilon_{ijk}W_{ijk}$. The scalar part removed this; $T^{(1)}$ contributes none because $\epsilon$ meets $\delta$, and $T^{(2)}$ contributes $2R_{kk}+2S_{ii}=0$.
- Its antisymmetric part is governed by $\epsilon_{mlk}G_{lk}=W_{imi}-W_{mjj}$, a difference of traces, which is zero.

Hence $G=0$. Multiplying by $\epsilon_{lpq}$ gives $W_{pqk}-W_{qpk}=0$, so $W$ is symmetric in its first two indices. The same argument applies to the last two, and these two exchanges generate every permutation. So $W=T^{(3)}$ is totally symmetric and traceless. A symmetric tensor has 10 components and the trace condition removes 3, leaving 7. The total is $1+9+10+7=27$. Diagonalising the total $J^2$ on the 27 components gives the same dimensions, as the numerical output shows.

The parts are also mutually orthogonal. $T^{(3)}$ vanishes against any $\delta$ or $\epsilon$, $T^{(2)}$ is traceless and so orthogonal to $T^{(1)}$, and the contractions of $\epsilon$ with $T^{(1)}$ and $T^{(2)}$ were just shown to vanish.

**Q.** Show me one tensor taken apart.

**A.** Let $T_{xxy}=1$, all other components zero. Then $u=v=0$ and $w=\hat y$, so $a=b=-\hat y/10$ and $c=4\hat y/10$. By orthogonality the squared norm of a part equals its contraction with $T$, which is its $xxy$ component.

- $J=1$: $c_y=0.4$.
- $J=0$: zero, since $\epsilon_{xxy}=0$.
- $J=3$: symmetrising $T$ removes the parts built from $\epsilon$ and leaves $T^{(3)}$ plus a vector part, which carries the whole trace. It gives $1/3$ in the $xxy$ place and a trace vector $\hat y/3$. Removing the trace subtracts $\tfrac15\cdot\tfrac13$, leaving $\tfrac13-\tfrac1{15}=\tfrac4{15}\approx0.2667$.
- $J=2$: the rest, $1-0.4-0.2667=0.3333$.

**Q.** Now the optics. What does Kleinman symmetry do to this list, and what is being measured?

**A.** The static energy of a molecule in a field $F$ contains $-\tfrac16\beta_{ijk}F_iF_jF_k$, so the induced dipole contains $p_i=\tfrac12\beta_{ijk}F_jF_k$. As a third derivative of an energy, $\beta$ is real and symmetric in all indices. Kleinman symmetry carries this over to optical frequencies. It is an approximation, good when all frequencies lie far below the electronic resonances.

For a symmetric tensor every contraction with $\epsilon$ vanishes, so $J=0$ and $J=2$ disappear. The three traces coincide, $u=v=w=t$, and $a=b=c=t/5$:

$$\beta^{(1)}_{ijk}=\tfrac15(t_i\delta_{jk}+t_j\delta_{ik}+t_k\delta_{ij}),\qquad \beta^{(3)}=\beta-\beta^{(1)}.$$

The ten components are $3+7$.

In the measurement, light polarised along $Z$ travels along $X$, and light at twice the frequency is collected along $Y$ through an analyser set along $X$ or $Z$. I assume independent molecules with isotropic orientations. Their phases are random, so intensities add, and the depolarisation ratio is

$$D=\frac{\langle\beta_{XZZ}^2\rangle}{\langle\beta_{ZZZ}^2\rangle}.$$

Orientational correlation between neighbours would add interference terms that this expression omits.

**Q.** Must I now average products of six direction cosines?

**A.** Not for the pure ranks. Let $n$ and $m$ be the laboratory axes $Z$ and $X$ as seen from the molecule, and define $f(n)=\beta_{ijk}n_in_jn_k$. Then $\beta_{ZZZ}=f(n)$. Tilting $n$ towards $m$ gives

$$\frac{d}{ds}f(n\cos s+m\sin s)\Big|_{s=0}=3\beta_{ijk}m_in_jn_k=3\beta_{XZZ}.$$

So $\beta_{XZZ}=\tfrac13\,m\cdot\nabla f$, where $\nabla$ is the gradient on the unit sphere. For fixed $n$, $m$ is uniform on the tangent circle, and the mean square of one component of a plane vector is half its squared length:

$$\langle\beta_{XZZ}^2\rangle=\tfrac19\cdot\tfrac12\langle|\nabla f|^2\rangle=\tfrac1{18}\langle|\nabla f|^2\rangle .$$

Split $f=f_1+f_3$ according to $\beta^{(1)}$ and $\beta^{(3)}$. The first is $f_1=\tfrac35\,t\cdot n$. The second comes from the polynomial $\beta^{(3)}_{ijk}x_ix_jx_k$, whose Laplacian $6\beta^{(3)}_{iik}x_k$ is zero. A harmonic polynomial of degree $l$ has the form $r^lf_l$, and

$$0=\nabla^2(r^lf_l)=r^{l-2}\left[l(l+1)f_l+\nabla^2_{\rm sphere}f_l\right].$$

The sphere has no boundary, so integration by parts gives

$$\langle\nabla f_l\cdot\nabla f_{l'}\rangle=-\langle f_l\nabla^2_{\rm sphere}f_{l'}\rangle=l'(l'+1)\langle f_lf_{l'}\rangle .$$

Exchanging $l$ and $l'$ must leave the left side unchanged, so for $l\ne l'$ both averages vanish. For a pure rank,

$$D_l=\frac{l(l+1)}{18},\qquad D_1=\frac19,\qquad D_3=\frac{12}{18}=\frac23 .$$

The rank-3 signal is more depolarised because $f_3$ varies faster over the sphere. The rank-1 value can also be read off directly: $\beta_{ZZZ}=3t_Z/5$ and $\beta_{XZZ}=t_X/5$, with $\langle t_X^2\rangle=\langle t_Z^2\rangle$.

**Q.** Then any hyperpolarisability of rank 1 gives $1/9$?

**A.** No, the derivation relied on Kleinman symmetry, and without it the rank alone does not fix $D$. Second-harmonic generation by itself guarantees symmetry in $j,k$ alone. Take the rank-1 tensor $a\,v_i\delta_{jk}+b(v_j\delta_{ik}+v_k\delta_{ij})$, where $a$ and $b$ are now numbers. It has $\beta_{ZZZ}=(a+2b)v_Z$ and $\beta_{XZZ}=a\,v_X$, so

$$D=\frac{a^2}{(a+2b)^2}.$$

This is $1/9$ for $a=b$, but $a=1$, $b=-0.25$ gives $D=4$. A rank-2 part may also appear. It has $\beta_{ZZZ}=0$, since $\epsilon_{ijm}n_in_j=0$, yet it can contribute to $\beta_{XZZ}$. With Kleinman symmetry, mixing ranks 1 and 3 keeps $D$ between $1/9$ and $2/3$, as the next answer shows. A measured $D$ above $2/3$ or below $1/9$ would contradict the assumptions made here, and broken Kleinman symmetry is one possible cause.

**Q.** Real molecules mix ranks 1 and 3. How do they combine?

**A.** Write $|\beta|^2=\beta_{ijk}\beta_{ijk}$. For rank 1 put $q=t/5$. The three squared terms give $3q^2$ each and the six cross products $q^2$ each, so $|\beta^{(1)}|^2=15q^2$. Since $f_1=3q\cdot n$, $\langle f_1^2\rangle=9q^2/3=3q^2=|\beta^{(1)}|^2/5$.

For rank 3, isotropy makes the average of six components of $n$ a constant $K$ times the sum of the 15 ways to pair the indices with $\delta$. Setting all indices to $z$ gives $\langle n_z^6\rangle=1/7=15K$, so $K=1/105$. Pairings inside one factor $\beta^{(3)}$ give a trace, which is zero. Six pairings remain, and $\langle f_3^2\rangle=6|\beta^{(3)}|^2/105$. With the factors $D_l$,

$$\langle\beta_{ZZZ}^2\rangle=\frac{|\beta^{(1)}|^2}5+\frac{2|\beta^{(3)}|^2}{35},\qquad
\langle\beta_{XZZ}^2\rangle=\frac{|\beta^{(1)}|^2}{45}+\frac{4|\beta^{(3)}|^2}{105}.$$

Thus $D$ is an average of $1/9$ and $2/3$ with the non-negative weights $\langle f_1^2\rangle$ and $\langle f_3^2\rangle$. It lies between them and fixes the ratio of the two norms, but not the shape of the molecule.

**Q.** A rod has a single component $\beta_{zzz}=\beta$ and looks like a pure vector. Why not $1/9$?

**A.** Its tensor $\beta\,e_ie_je_k$, with $e$ the unit vector along the rod, is not a pure vector. With $x=n\cdot e=\cos\theta$ and $P_3=(5x^3-3x)/2$,

$$f=\beta x^3=\beta\left(\tfrac35P_1+\tfrac25P_3\right).$$

The averages follow directly. First, $\langle\beta_{ZZZ}^2\rangle=\beta^2\langle x^6\rangle=\beta^2/7$. Next, $\beta_{XZZ}=\beta(m\cdot e)x^2$, and the part of $e$ in the tangent plane has squared length $1-x^2$, so

$$\langle\beta_{XZZ}^2\rangle=\frac{\beta^2}2\langle x^4-x^6\rangle=\frac{\beta^2}2\left(\frac15-\frac17\right)=\frac{\beta^2}{35},\qquad D=\frac15 .$$

**Q.** Give me numbers, and a case that reaches each limit.

**A.** Take a charge-transfer arm with two states, gap $g=3$ eV, transition dipole $\mu=1\ e$Å and dipole change $d=2\ e$Å, all dipoles along the arm. These are chosen model values. With the ground-state dipole set to zero, the lower energy in a field $F$ along the arm is

$$E=\tfrac12\left[g-dF-\sqrt{(g-dF)^2+4\mu^2F^2}\right]=-\frac{\mu^2F^2}{g-dF}+O(F^4).$$

Its cubic term is $-\mu^2dF^3/g^2$, which must equal $-\beta F^3/6$. Hence

$$\beta=\frac{6\mu^2d}{g^2}=\frac{6\cdot1\cdot2}{9}=1.333\ e^3\text{Å}^3/\text{eV}^2,$$

or 6662 atomic units. For one rod, in units of $(e^3\text{Å}^3/\text{eV}^2)^2$, the averages are $1.333^2/7=0.254$ and $1.333^2/35=0.0508$, with ratio 0.200. These are static values. At photon energy $\hbar\omega$ the two-state second-harmonic $\beta$ is multiplied by $g^4/[(g^2-\hbar^2\omega^2)(g^2-4\hbar^2\omega^2)]$, which is about 3 at 1064 nm for this gap, so both averages grow about ninefold. The ratio does not change, because all dipoles lie along the arm and the tensor keeps the form $\beta\,e_ie_je_k$.

Now join identical arms and neglect any coupling between them, so that their tensors add. The addition theorem gives $\langle P_l(n\cdot e_a)P_l(n\cdot e_b)\rangle=P_l(\cos\gamma_{ab})/(2l+1)$, where $\gamma_{ab}$ is the angle between arms. With $S_l=\sum_{ab}P_l(\cos\gamma_{ab})$ over all ordered pairs, including $a=b$,

$$\langle f_1^2\rangle=\tfrac{3}{25}\beta^2S_1,\qquad \langle f_3^2\rangle=\tfrac{4}{175}\beta^2S_3,\qquad D=\frac{7S_1+8S_3}{63S_1+12S_3}.$$

The last form follows by weighting with $1/9$ and $2/3$ and multiplying through by 525.

- **Two arms at 60°.** $P_1=\tfrac12$ and $P_3=-\tfrac7{16}$, so $S_1=3$, $S_3=\tfrac98$ and $D=30/202.5=0.148$. This is below the rod value because the vector parts reinforce each other ($P_1>0$) while the rank-3 parts partly cancel ($P_3<0$).
- **Three planar arms at 120°.** $S_1=3-3=0$: the vectors cancel, the tensor is pure rank 3, and $D=0.667$.
- **Four arms evenly spaced on a cone of half-angle 39.23°.** Fourfold symmetry removes every rank-3 component about the cone axis except $m=0$, since $|m|\le3$. That one is proportional to $P_3(\cos\theta_c)$, which vanishes at $\cos^2\theta_c=3/5$. The tensor is pure rank 1 and $D=0.111$. Unlike the planar three-arm value, which its symmetry fixes, this value and the 60° value rely on uncoupled arms. Coupling between the arms shifts them, and at optical frequencies it also breaks Kleinman symmetry.

**Q.** And if two arms point in opposite directions?

**A.** Then $\beta=0$ and $D$ is undefined. Close to that point put $\cos\gamma=-1+\eta$ with small $\eta$. Since $P_3'(-1)=6$, $S_1=2\eta$ and $S_3\approx12\eta$, so

$$D\to\frac{14+96}{126+144}=\frac{11}{27}\approx0.41 .$$

The signal fades in proportion to $\eta$ while the ratio stays finite. The limit depends on the approach: exactly opposite arms of slightly unequal $\beta$ form a weak rod with $D=1/5$. Since $D$ is unchanged when $\beta$ is multiplied by any constant, it does not give the strength of the scattering, which has to be measured separately.

## Calculated quantities

```
Decomposition of 27 components (from eigenvalues of J^2)
J=0: dimension 1, copies 1, fully symmetric components 0
J=1: dimension 9, copies 3, fully symmetric components 3
J=2: dimension 10, copies 2, fully symmetric components 0
J=3: dimension 7, copies 1, fully symmetric components 7
Squared norms of parts J=0,1,2,3 (dimensionless)
unit tensor xyz: 0.1667, 0.0000, 0.6667, 0.1667
unit tensor xxy: 0.0000, 0.4000, 0.3333, 0.2667
Depolarisation ratio D of random Kleinman tensors (dimensionless)
pure rank 1: 0.111111
pure rank 3: 0.666667
rank 1 without Kleinman, a=1.00, b=-0.25: D=4.0000
Two-state arm
gap 3.0 eV, transition dipole 1.0 e A, dipole change 2.0 e A
beta of one arm: 1.3333 e^3 A^3/eV^2
beta of one arm: 6662 atomic units
cone half-angle: 39.23 deg
Norms and averages in (e^3 A^3/eV^2)^2, D dimensionless
one rod:
  norm2 rank 1 1.0667, norm2 rank 3 0.7111
  <ZZZ^2> 0.25397, <XZZ^2> 0.05079, D 0.200000
two arms at 60 deg:
  norm2 rank 1 3.2000, norm2 rank 3 0.8000
  <ZZZ^2> 0.68571, <XZZ^2> 0.10159, D 0.148148
three planar arms at 120 deg:
  norm2 rank 1 0.0000, norm2 rank 3 4.0000
  <ZZZ^2> 0.22857, <XZZ^2> 0.15238, D 0.666667
four arms on cone:
  norm2 rank 1 10.2400, norm2 rank 3 0.0000
  <ZZZ^2> 2.04800, <XZZ^2> 0.22756, D 0.111111
```
